# Interstitial diffusivity at 800 K from a transition-state jump rate

## Problem

An interstitial atom moves through a crystal by thermally activated jumps. Its sites form a simple cubic network with spacing \(a=0.25\) nm, so each site has six nearest neighbours, at \(\pm a\) along \(x\), \(y\) and \(z\). All sites are equivalent, and so are all jumps. The energy barrier is \(E=0.7\) eV, and the prefactor is \(\nu=10^{13}\) Hz per neighbour. This means \(10^{13}\) attempts per second towards each chosen neighbour.

(a) Show how transition-state theory leads to a jump rate \(k=\nu e^{-E/k_BT}\) to one neighbour, and estimate the error of the harmonic approximation for a cosine-shaped barrier.

(b) Find the diffusivity \(D\) in terms of \(k\) and \(a\) from the spreading of a particle that starts at a known site.

(c) Show that the same \(D\) governs the decay of a smooth concentration profile, and find where this description fails.

(d) Calculate \(D\) at \(T=800\) K.

(e) How does the answer change if the prefactor is misread, or if the barrier or the temperature is slightly wrong?

Assume that the interstitials are so dilute that neighbouring sites are empty, that successive jumps are independent, and that only nearest-neighbour jumps occur. Lengths are in metres or nanometres, times in seconds and energies in electronvolts, which suit this problem better than atomic units.

## Solution

### (a) The rate of one jump

Consider first the motion along one jump direction. The particle has mass \(m\) and potential energy \(V(x)\), with its minimum \(V(0)=0\) at the site and barrier tops \(V(\pm a/2)=E\) halfway to the two neighbours on this line. Transition-state theory makes two assumptions: the particle in the well is in thermal equilibrium, and every outward crossing of the barrier top counts as a completed jump. The rate is then the probability density at the barrier top times the mean outward velocity.

In classical equilibrium, the density at the barrier top is

\[
p(a/2)=\frac{e^{-E/k_BT}}{\int_{-a/2}^{a/2}e^{-V(x)/k_BT}\,dx}.
\]

The velocities follow the Maxwell distribution. Only positive velocities carry the particle out through the plane at \(x=a/2\), so the velocity factor is

\[
\sqrt{\frac{m}{2\pi k_BT}}\int_0^\infty v\,e^{-mv^2/2k_BT}\,dv
=\sqrt{\frac{m}{2\pi k_BT}}\;\frac{k_BT}{m}
=\sqrt{\frac{k_BT}{2\pi m}} .
\]

The product is the rate to the neighbour at \(+a\):

\[
k=\sqrt{\frac{k_BT}{2\pi m}}\;
\frac{e^{-E/k_BT}}{\int_{-a/2}^{a/2}e^{-V(x)/k_BT}\,dx}.
\]

If \(E\gg k_BT\), the integral comes mainly from the bottom of the well. There \(V\approx\tfrac12 m(2\pi\nu)^2x^2\), where \(\nu\) is the ordinary vibration frequency, not the angular one. The limits may be moved to infinity because the integrand is already negligible at the barrier tops. The Gaussian integral is

\[
\int_{-\infty}^{\infty}e^{-m(2\pi\nu)^2x^2/2k_BT}\,dx
=\frac{1}{2\pi\nu}\sqrt{\frac{2\pi k_BT}{m}} .
\]

Substitution gives

\[
k=\sqrt{\frac{k_BT}{2\pi m}}\;2\pi\nu\,\sqrt{\frac{m}{2\pi k_BT}}\;e^{-E/k_BT}
=\nu\,e^{-E/k_BT}.
\]

The temperature cancels from the prefactor, and the mass enters only through \(\nu\), which for a given potential is proportional to \(1/\sqrt m\). The frequency refers to one direction of exit, which is why it belongs to a rate per neighbour.

In three dimensions the particle also vibrates across the jump direction. Each harmonic transverse coordinate contributes an integral proportional to the inverse of its frequency, once at the barrier and once in the well. If the transverse frequencies are the same at both places, these factors cancel. If not, the prefactor is multiplied by the ratio of the well frequencies to the barrier frequencies. Here the prefactor is given, so any such ratio is taken to be included in it. The same holds for quantum corrections to the vibrations, but these depend on temperature, so a constant prefactor can include them at one temperature only. It also holds for crossings that return at once; these lower the true rate.

To see the size of the harmonic error, take

\[
V(x)=\frac E2(1-\cos\theta),\qquad \theta=\frac{2\pi x}{a}.
\]

Near the minimum, \(1-\cos\theta=\theta^2/2-\theta^4/24+\dots\), so with \(b=E/k_BT\)

\[
e^{-V/k_BT}\approx e^{-b\theta^2/4}\left(1+\frac{b\,\theta^4}{48}\right).
\]

The Gaussian factor has variance \(\langle\theta^2\rangle=2/b\), and for a Gaussian \(\langle\theta^4\rangle=3\langle\theta^2\rangle^2=12/b^2\). The well integral is therefore larger than its harmonic value by the factor

\[
1+\frac{b}{48}\,\frac{12}{b^2}=1+\frac{1}{4b}=1+\frac{k_BT}{4E}.
\]

Since this integral stands in the denominator, the rate is lower by the factor \(1-k_BT/(4E)\) to leading order. The cosine well is softer than a parabola away from its minimum, so the particle spends more of its time away from the bottom. This makes the well integral larger and, for a given barrier height \(E\), the density at the barrier top smaller.

For the present barrier at 800 K the leading estimate is 0.975, and numerical integration of the full flux expression gives 0.973. At 200 K both are 0.994. For this barrier shape the harmonic rate is thus too high by about 3 % at 800 K, within classical mechanics. Quantum effects are not smaller. With \(h\nu=41\) meV and \(u=h\nu/2k_BT\), zero-point motion in the well and tunnelling near the barrier top (the cosine has the same curvature in both places) raise the rate by about \(\sinh u/\sin u\). This factor is 1.03 at 800 K, which roughly cancels the anharmonic correction, and about 1.6 at 200 K, where the classical value 0.994 no longer describes the true rate. The correction is not applied below, because the problem specifies the prefactor and not the shape of the potential.

### (b) From jumps to diffusivity

Let the particle start at \(x=y=z=0\). In a short time \(dt\) it jumps to \(x+a\) with probability \(k\,dt\) and to \(x-a\) with the same probability. The other four jumps leave \(x\) unchanged. The mean square displacement along \(x\) therefore grows as

\[
\frac{d\langle x^2\rangle}{dt}
=k\left\langle (x+a)^2-x^2\right\rangle+k\left\langle (x-a)^2-x^2\right\rangle .
\]

The two brackets are \(2ax+a^2\) and \(-2ax+a^2\). The linear terms cancel, which leaves

\[
\frac{d\langle x^2\rangle}{dt}=2ka^2,\qquad \langle x^2\rangle=2ka^2t .
\]

The diffusivity is defined by \(\langle x^2\rangle=2Dt\) for each axis. Hence

\[
D=ka^2=a^2\nu\,e^{-E/k_BT}.
\]

The axes \(y\) and \(z\) give the same result. The mixed moment \(\langle xy\rangle\) stays zero: a jump along \(x\) changes \(xy\) by \(+ay\) or \(-ay\) with equal probability, and a jump along \(y\) changes it by \(\pm ax\) in the same way. The second moments thus have no preferred direction, and this is the sense in which diffusion on the cubic network is isotropic.

The result can also be written with the total exit rate \(\Gamma=6k\). Adding the three axes gives

\[
\langle R^2\rangle=\langle x^2\rangle+\langle y^2\rangle+\langle z^2\rangle
=6ka^2t=\Gamma a^2t,
\]

and, since \(\langle R^2\rangle=6Dt\),

\[
D=\frac{\Gamma a^2}{6}.
\]

The two sixes have different origins. The six in \(\Gamma=6k\) counts neighbours. The six in \(\langle R^2\rangle=6Dt\) is twice the number of dimensions. They cancel here because a simple cubic network has two neighbours per dimension. On another cubic network of equivalent sites with \(z\) neighbours at distance \(a\), the total rate is \(zk\). If the jump vectors from each site add up to zero, the linear terms cancel again, and the same argument gives \(D=zka^2/6\).

The assumption of independent jumps can be seen by writing the displacement after \(n\) jumps as a sum of steps \(\mathbf s_i\), each of length \(a\):

\[
\langle R^2\rangle=na^2+2\sum_{i<j}\langle\mathbf s_i\cdot\mathbf s_j\rangle .
\]

For independent steps with zero mean, the double sum vanishes. With \(\Gamma t\) jumps on average, this reproduces \(\Gamma a^2t\). If the particle tended to jump back to the site it had just left, the terms with \(j=i+1\) would be negative. If no positive terms made up for them, \(D\) would be smaller than \(\Gamma a^2/6\).

### (c) Decay of a concentration profile

Let \(c(\mathbf r,t)\) be the mean occupation of the site at \(\mathbf r\). Each site gains particles from its six neighbours and loses particles to them:

\[
\frac{\partial c(\mathbf r)}{\partial t}
=k\sum_{i=x,y,z}\left[c(\mathbf r+a\mathbf e_i)+c(\mathbf r-a\mathbf e_i)-2c(\mathbf r)\right],
\]

where \(\mathbf e_i\) is the unit vector along axis \(i\). A uniform background drops out of this equation, so it is enough to follow a wave \(\cos(\mathbf q\cdot\mathbf r)\) on top of it. The identity

\[
\cos(\mathbf q\cdot\mathbf r+q_ia)+\cos(\mathbf q\cdot\mathbf r-q_ia)
=2\cos(\mathbf q\cdot\mathbf r)\cos(q_ia)
\]

shows that the wave keeps its shape and decays as \(e^{-\lambda t}\), with

\[
\lambda=2k\sum_i\left(1-\cos q_ia\right).
\]

For wavelengths much longer than \(a\), the cosine can be expanded:

\[
\lambda= ka^2q^2-\frac{ka^4}{12}\sum_iq_i^4+\dots,\qquad q^2=\sum_iq_i^2 .
\]

The diffusion equation \(\partial c/\partial t=D\nabla^2c\) gives the decay rate \(Dq^2\). Comparison of the leading terms gives \(D=ka^2\) again. The quantity that describes the spreading of one particle also describes the smoothing of a profile, as it must for particles that do not influence each other.

The next term shows how good the continuum description is:

\[
\frac{\lambda}{Dq^2}\approx1-\frac{a^2}{12}\,\frac{\sum_iq_i^4}{q^2}.
\]

For a wave along \(x\) with a period of 40 sites, \(qa=2\pi/40=0.157\), and the ratio is \(1-0.157^2/12=0.998\), in agreement with the numerical value. The correction depends on direction. At the same \(q\), it is three times smaller along the body diagonal than along an axis, because there \(\sum_iq_i^4=q^4/3\). Isotropy is therefore a property of long waves.

The opposite limit is the shortest wave along \(x\), with \(q_x=\pi/a\), for which the occupation alternates from plane to plane. Its true decay rate is \(2k(1-\cos\pi)=4k\), whereas the diffusion equation would give \(Dq^2=\pi^2k\). That is too fast by the factor \(\pi^2/4\approx2.5\). For waves along an axis, \(Dq^2\) is too large by 23 % at a period of 4 sites, by 10 % at 6 sites and by 3 % at 10 sites. As long as a profile changes over a few atomic planes, its shape should be calculated from the jump equation itself. Along a given direction shorter waves decay faster, and the longest waves survive, so the diffusion equation becomes accurate once the profile has smoothed out.

### (d) The diffusivity at 800 K

The thermal energy is

\[
k_BT=(8.6173\times10^{-5}\ \text{eV/K})(800\ \text{K})=0.06894\ \text{eV}.
\]

The barrier in units of the thermal energy, and the Boltzmann factor, are

\[
\frac{E}{k_BT}=\frac{0.70}{0.06894}=10.154,\qquad
e^{-10.154}=3.892\times10^{-5}.
\]

The rate to one chosen neighbour follows:

\[
k=(10^{13}\ \text{s}^{-1})(3.892\times10^{-5})=3.892\times10^{8}\ \text{s}^{-1}.
\]

With \(a^2=(0.25\times10^{-9}\ \text{m})^2=6.25\times10^{-20}\ \text{m}^2\),

\[
D=a^2k=(6.25\times10^{-20}\ \text{m}^2)(3.892\times10^{8}\ \text{s}^{-1})
=2.43\times10^{-11}\ \text{m}^2/\text{s}.
\]

To the two digits that such data can support at best,

\[
\boxed{D(800\ \text{K})\approx2.4\times10^{-11}\ \text{m}^2/\text{s}=2.4\times10^{-7}\ \text{cm}^2/\text{s}}
\]

The total exit rate is \(\Gamma=6k=2.34\times10^9\ \text{s}^{-1}\). The probability of still being on the same site after a time \(t\) obeys \(dS/dt=-\Gamma S\), so \(S=e^{-\Gamma t}\), and the mean residence time is

\[
\int_0^\infty e^{-\Gamma t}\,dt=\frac1\Gamma=4.28\times10^{-10}\ \text{s}.
\]

This is about 4300 times the period \(1/\nu=10^{-13}\) s. If \(\nu\) is close to a real vibration frequency, the atom vibrates thousands of times between jumps. This alone does not show that successive jumps are independent. An atom that passes its energy to the lattice only slowly can cross several barriers in one flight before it settles. The independence assumed in the problem therefore also requires that the atom loses its excess energy quickly after a crossing.

After one second the root-mean-square displacement is

\[
\sqrt{6Dt}=\sqrt{6\,(2.43\times10^{-11}\ \text{m}^2/\text{s})(1\ \text{s})}
=1.21\times10^{-5}\ \text{m},
\]

or about 12 micrometres. In the same second the atom makes about \(2.34\times10^9\) jumps of 0.25 nm, a total path of about 0.58 m. The net displacement is so much smaller because it grows as the square root of the number of jumps.

The formula \(D=ka^2\) was tested by solving the jump equations for a particle released at one site; the second moments agree with it to the printed digits. A random-walk simulation with 20,000 walkers gave \(D=2.48\times10^{-11}\ \text{m}^2/\text{s}\), with a standard error of \(0.014\times10^{-11}\ \text{m}^2/\text{s}\). This is 1.8 % above the formula, or about three standard errors. It lies within the limit of four standard errors set for that test, but by chance alone so large a deviation is expected in only a few runs per thousand. The solution of the jump equations has no sampling error and is the sharper check. The values are listed in the numerical output below.

### (e) Sensitivity to the data

**The prefactor.** If \(10^{13}\ \text{s}^{-1}\) were the total over all six neighbours, then \(\Gamma\) itself would be \(\nu e^{-E/k_BT}\), and

\[
D=\frac{a^2\nu e^{-E/k_BT}}{6}=4.05\times10^{-12}\ \text{m}^2/\text{s},
\]

six times smaller than the answer in (d). The opposite slip is to use the total rate \(6k\) but to leave out the 1/6 in \(D=\Gamma a^2/6\). This gives \(1.46\times10^{-10}\ \text{m}^2/\text{s}\), six times too large. If the given number were an angular frequency, it would have to be divided by \(2\pi\) first. The words "per neighbour" therefore matter as much as the number they qualify.

**The barrier.** A change \(\delta E\) multiplies \(D\) by \(e^{-\delta E/k_BT}\). For an error of 0.05 eV the factor is

\[
e^{0.05/0.06894}=2.07 .
\]

A barrier that is 0.05 eV higher halves the diffusivity, and one that is 0.05 eV lower doubles it. An uncertainty of this size outweighs the 3 % harmonic error found in (a).

**The temperature.** With \(\nu\) and \(E\) constant, \(\ln D=\ln(a^2\nu)-E/k_BT\), so

\[
\frac{d\ln D}{d\ln T}=\frac{E}{k_BT}=10.2\quad\text{at 800 K}.
\]

An error of 1 % in the temperature, or 8 K, changes \(D\) by about 10 %. On cooling, this sensitivity grows as \(1/T\). On heating, the formula tends to \(a^2\nu\), but that limit lies outside its range. Once \(k_BT\) is comparable to \(E\), the atom no longer stays in a well long enough to reach equilibrium there, and the picture of rare, separate jumps fails. At 800 K, with \(E\) about ten times \(k_BT\), jumps are rare on the scale of a vibration, and the picture is reasonable if the atom also loses its excess energy quickly after each jump. Very strong coupling to the lattice has its own cost. It makes the atom recross the barrier, and in a friction model with damping rate \(\gamma\) and barrier angular frequency \(\omega\) the rate falls by the Kramers factor \(\sqrt{1+\gamma^2/4\omega^2}-\gamma/2\omega\), which is 0.62 at \(\gamma=\omega\). Such a factor must be part of the given prefactor.

## Numbers as computed

```
INPUT
jump length a = 0.25 nm
prefactor per neighbour nu = 1.0e+13 1/s
neighbours z = 6
barrier E = 0.70 eV
temperature T = 800 K
WORKED EXAMPLE
Boltzmann constant = 8.617333e-05 eV/K
kB T = 0.068939 eV
E/(kB T) = 10.1540
exp(-E/kB T) = 3.8922e-05
rate to one neighbour k = 3.8922e+08 1/s
total exit rate 6k = 2.3353e+09 1/s
mean residence time = 4.2821e-10 s
a^2 = 6.2500e-20 m^2
diffusivity D = 2.4326e-11 m^2/s
diffusivity D = 2.4326e-07 cm^2/s
rms displacement in 3D after 1 s = 1.208e-05 m
READING OF THE DATA
D if nu were the total over neighbours = 4.054e-12 m^2/s
wrong D, total rate without 1/6 = 1.460e-10 m^2/s
factor in D for 0.05 eV in E = 2.065
TESTS
cosine-model mass = 5.403 u
flux rate / harmonic rate at 800 K = 0.9725
  leading estimate 1-kT/(4E) = 0.9754
flux rate / harmonic rate at 200 K = 0.9937
  leading estimate 1-kT/(4E) = 0.9938
D from master equation, x axis = 2.4326e-11 m^2/s
wave decay/(D q^2), direction (1, 0, 0) = 0.99795
wave decay/(D q^2), direction (1, 1, 0) = 0.99795
wave decay/(D q^2), direction (1, 1, 1) = 0.99795
wave decay/(D q^2), direction (2, 1, 0) = 0.99303
wave test: period along x for (1, 0, 0) = 40 sites
random walk: walkers = 20000
random walk: mean jumps = 60.13, expected 60.00
random walk: D = 2.476e-11 m^2/s
random walk: standard error of D = 1.4e-13 m^2/s
```
